# Recovering a 2 eV mean-potential step by macroscopic averaging

## Problem

In a first-principles calculation of a gate stack, the potential energy of an electron is averaged over planes parallel to the interface. What remains is a function $V(z)$ of the coordinate along the normal. It oscillates with the atomic planes by several eV, while the quantity needed for band alignment is the difference between the mean levels of the two materials.

Build a model of such a profile from two sinusoidal crystals whose means differ by 2 eV. Then recover the step from the numerical values of $V(z)$, using the two lattice periods but not the means. State how far from the interface the result may be read.

**Construction.** Let L and R denote the left and right crystals, with

$$V_j(z)=M_j+A_j\cos\left(\frac{2\pi z}{a_j}+\varphi_j\right),\qquad j=L,R.$$

Here $M_j$ is the mean, $A_j$ the amplitude, $a_j$ the period and $\varphi_j$ a phase. The crystals are joined through a layer $|z|<d$:

$$V(z)=[1-s(z)]\,V_L(z)+s(z)\,V_R(z),\qquad s(z)=\tfrac12\left[1+\sin\frac{\pi z}{2d}\right]\quad(|z|<d),$$

with $s=0$ for $z\le-d$ and $s=1$ for $z\ge d$. At $z=\mp d$ the sine equals $\mp1$, so $s$ joins these values continuously. Its slope, proportional to $\cos(\pi z/2d)$, vanishes there too. Hence $V$ has neither a jump nor a kink.

The model parameters are round numbers and represent no particular material:

- periods $a_L=0.50$ nm and $a_R=0.40$ nm;
- amplitudes $A_L=4$ eV and $A_R=6$ eV;
- means $M_L=-10$ eV and $M_R=-8$ eV;
- layer half-width $d=0.20$ nm, and both phases zero.

The step put in is $D=M_R-M_L=2$ eV. Since $V$ is an electron energy, $V=-e\phi$ with $e>0$ and $\phi$ the electrostatic potential. A positive $D$ therefore means that the mean of $\phi$ falls by 2 V from left to right.

## A tempting solution

Reading $V$ at one point on each side is clearly unsafe. At $z=-2$ nm the left cosine is $\cos(-8\pi)=1$, so $V=-10+4=-6$ eV. At $z=2$ nm the right cosine is $\cos(10\pi)=1$, so $V=-8+6=-2$ eV. The difference, 4 eV, contains the difference of the amplitudes as well as the step.

The oscillation must be averaged out, and averaging over a lattice period does that. So take the running average

$$\langle V\rangle_w(z)=\frac1w\int_{z-w/2}^{z+w/2}V(z')\,dz'$$

with $w=a_L=0.50$ nm. On the left it gives a flat line at $-10$ eV, which seems to confirm the method. Both reading points are ten layer half-widths from the centre of the junction, so the interface should not matter. The difference between the averaged values at $z=2$ nm and $z=-2$ nm is

$$D\overset{?}{=}0.92\ \text{eV}.$$

This is less than half of the step that was built in.

## Where it fails

The fault is on the right, where the window does not fit the crystal. To see what the average does there, apply it to a cosine of period $a$, with $k=2\pi/a$:

$$\frac1w\int_{z-w/2}^{z+w/2}\cos(kz'+\varphi)\,dz'
=\frac{\sin(kz+\varphi+kw/2)-\sin(kz+\varphi-kw/2)}{kw}.$$

The identity $\sin(\alpha+\beta)-\sin(\alpha-\beta)=2\cos\alpha\sin\beta$, with $\alpha=kz+\varphi$ and $\beta=kw/2=\pi w/a$, turns this into

$$\frac{2\sin(\pi w/a)}{2\pi w/a}\cos(kz+\varphi)=S\left(\frac wa\right)\cos(kz+\varphi),\qquad S(x)=\frac{\sin\pi x}{\pi x}.$$

The average leaves the period of the cosine unchanged and multiplies its amplitude by $S(w/a)$. A negative $S$ turns crests into troughs. The factor vanishes when $w/a$ is a nonzero integer, and a constant passes through unchanged.

On the left $w/a_L=1$, so $S=0$. On the right $w/a_R=0.50/0.40=1.25$, and

$$S(1.25)=\frac{\sin(1.25\pi)}{1.25\pi}=-0.1801,\qquad A_R|S|=6\times0.1801\ \text{eV}\approx1.08\ \text{eV}.$$

A ripple of amplitude 1.08 eV survives. The point $z=2$ nm is a crest of the original cosine and hence a trough of the averaged one. The value read there is $-8-1.08=-9.08$ eV, and the apparent step is $-9.08+10=0.92$ eV. Moving the right-hand reading point through one period would give apparent steps anywhere from $2-1.08=0.92$ eV to $2+1.08=3.08$ eV.

Going farther from the interface does not help, because the ripple belongs to the bulk of the right crystal and does not decay. Simply lengthening the window helps slowly. Since $|\sin\pi x|\le1$, the ripple is at most $A_R\,a_R/(\pi w)$, a bound that falls only as $1/w$. The exception is a window that is a whole multiple of both periods. Here $w=2.0$ nm $=4a_L=5a_R$ removes both ripples, but it must be read at least $d+w/2=1.2$ nm from the centre, and for most pairs of periods no short common multiple exists.

## Right solution

### Average twice

Average first over $a_L$, then average the result over $a_R$. Call the final profile $P(z)$:

$$P(z)=\big\langle\langle V\rangle_{a_L}\big\rangle_{a_R}(z).$$

Where both windows see one crystal alone, the two factors multiply. The cosine of crystal $j$ acquires

$$S\left(\frac{a_L}{a_j}\right)S\left(\frac{a_R}{a_j}\right).$$

For $j=L$ the first factor is $S(1)=0$. For $j=R$ the second factor is $S(1)=0$. Each crystal is flattened by its own window, and the other window does no harm: it only rescales the cosine or acts on a constant. Thus $P=M_L$ far to the left and $P=M_R$ far to the right.

The sinusoidal shape is not essential. Let $f$ be any continuous function of period $a$. Differentiating its average over one period with respect to both integration limits gives

$$\frac{d}{dz}\langle f\rangle_a=\frac{f(z+a/2)-f(z-a/2)}{a}=0,$$

because the two arguments differ by one period. The average is therefore constant. Averaging $f$ first over some other window keeps its period, since shifting $z$ by $a$ shifts the whole integration range by $a$. Two averages therefore also flatten realistic periodic profiles with many harmonics.

There is an alternative that uses single averages correctly: read the left level from $\langle V\rangle_{a_L}$ and the right level from $\langle V\rangle_{a_R}$. Each is flat on its own side, so their difference is also $D$. What the double average adds is one profile that is flat on both sides and can be followed through the interface, whether or not the two periods have a short common multiple.

### How far away is "away"?

Written out, the double average is

$$P(z)=\frac1{a_La_R}\int_{z-a_R/2}^{z+a_R/2}dz'\int_{z'-a_L/2}^{z'+a_L/2}dz''\,V(z'').$$

Exchange the order of integration. A given value $V(z'')$ is counted for every $z'$ that satisfies both $|z'-z|\le a_R/2$ and $|z'-z''|\le a_L/2$. These conditions describe two intervals, of lengths $a_R$ and $a_L$, whose centres are a distance $|u|=|z-z''|$ apart. The weight of $V(z'')$ is the length of their overlap divided by $a_La_R$.

If one interval lies inside the other, the overlap is the shorter length. If they overlap partly, it is the sum of the two half-lengths minus the distance between centres, $(a_L+a_R)/2-|u|$. If they are disjoint, it is zero. Therefore

$$P(z)=\int K(z-z'')\,V(z'')\,dz'',\qquad K(u)=\frac{\min\{a_L,\;a_R,\;(a_L+a_R)/2-|u|\}}{a_La_R},$$

with $K=0$ where the last entry is negative. This weight is a trapezoid. Its height is $1/\max(a_L,a_R)$, its base is $a_L+a_R$ and its flat top has length $|a_L-a_R|$. Half the sum of base and top is $\max(a_L,a_R)$, so the area is 1, as an average requires. The formula is symmetric in $a_L$ and $a_R$, so the order of the two averages does not matter.

The weight reaches $(a_L+a_R)/2$ to either side of $z$. The value $P(z)$ is free of the interface layer if this reach ends before the layer begins. On the left the condition is $z+(a_L+a_R)/2\le-d$, and on the right it is the mirror image. Hence

$$P(z)=\begin{cases}M_L,& z\le-Z\\ M_R,& z\ge Z\end{cases}\qquad Z=d+\frac{a_L+a_R}2.$$

For the present numbers $Z=0.20+0.45=0.65$ nm. Any point at or beyond $Z$ on one side may be paired with any such point on the other. This sharp edge relies on the model, in which each side is exactly periodic outside $|z|<d$. In a real junction the potential approaches its bulk form gradually, so $d$ has to be judged from the flatness of the computed profile, and an amorphous layer has no period for a window to match.

### On a grid

Take points $z_n=nh$ with spacing $h=0.001$ nm. The two periods then contain $N=500$ and $N=400$ intervals. Both numbers are even, so a centred window ends on grid points. Replace each integral by the trapezoidal rule:

$$\langle V\rangle(z_n)\to\frac1N\left[\tfrac12V_{n-N/2}+V_{n-N/2+1}+\dots+V_{n+N/2-1}+\tfrac12V_{n+N/2}\right].$$

For a cosine whose period is $Nh$, the two end values are equal, and their halves combine into one full value. The bracket is then a sum over $N$ equally spaced phases:

$$\sum_{m=0}^{N-1}\cos\left(\theta+\frac{2\pi m}N\right)=\mathrm{Re}\left[e^{i\theta}\,\frac{1-e^{2\pi i}}{1-e^{2\pi i/N}}\right]=0.$$

The geometric series vanishes because its numerator does, while its denominator is nonzero for $N\ge2$. The flattening thus survives discretization completely.

The other window also remains harmless. Its weights are equal at $+mh$ and $-mh$ from the centre, and $\cos(\alpha+\beta)+\cos(\alpha-\beta)=2\cos\alpha\cos\beta$, so it again only rescales the cosine. Apart from rounding, the plateaus carry no grid error. In the numerical output their largest deviation from $M_L$ and $M_R$ is of order $10^{-15}$ eV.

### The result

The double average is $-10.0000$ eV at $z=-2$ nm and $-8.0000$ eV at $z=2$ nm, so

$$D=-8.0000-(-10.0000)=2.0000\ \text{eV}=3.204\times10^{-12}\ \text{erg}.$$

The same two values are found at $z=\mp0.65$ nm, the predicted plateau edges.

## Reading the profile near the interface

Closer in, the profile is smooth but is no longer a bulk level. At $z=-0.3$ nm it is $-9.815$ eV and at $z=0.3$ nm it is $-8.185$ eV. Their difference, 1.63 eV, underestimates the step by 0.37 eV. A smooth curve is not yet a plateau.

Just inside $Z$ the error is much smaller. At a distance $\varepsilon$ inside the left edge, the weight overlaps the layer over a length $\varepsilon$. Let $x$ be the depth into the layer. The weight there is $(\varepsilon-x)/(a_La_R)$, and for small $x$

$$s=\tfrac12\left[1-\cos\frac{\pi x}{2d}\right]\approx\frac14\left(\frac{\pi x}{2d}\right)^2.$$

In the layer $V-V_L=s\,(V_R-V_L)$. Let $\Delta$ be the value of $V_R-V_L$ at $z=-d$. To leading order in $\varepsilon$,

$$P-M_L\approx\frac{\Delta}{4a_La_R}\left(\frac{\pi}{2d}\right)^2\int_0^\varepsilon(\varepsilon-x)x^2\,dx=\frac{\Delta}{48\,a_La_R}\left(\frac{\pi}{2d}\right)^2\varepsilon^4,$$

since the integral is $\varepsilon^4/3-\varepsilon^4/4=\varepsilon^4/12$. Here $\Delta=2+6\cos\pi-4\cos(0.8\pi)\approx-0.76$ eV. This is only the limiting behaviour for very small $\varepsilon$. At $z=-d$ the difference $V_R-V_L$ has a slope of about $-30$ eV/nm, so it is far from constant even over a few hundredths of a nanometre. For $\varepsilon=0.1$ nm the estimate is about $-5\times10^{-4}$ eV and the computed deviation is $-4.0\times10^{-4}$ eV, but this closeness is accidental: the true deviation changes sign near $\varepsilon=0.13$ nm, which the leading term cannot do. The gradual onset and the change of sign together keep the deviation below 0.01 eV up to $\varepsilon=0.18$ nm, so the plateau seems to begin before $Z$. The fourth power comes from a switch that starts quadratically; another interface shape can give another law.

The value at the centre, $P(0)=-9.0000$ eV, lies midway between the means. This follows from a symmetry of the chosen model. With zero phases both cosines are even, and $s(-z)=1-s(z)$. Adding $V(z)$ and $V(-z)$ gives

$$V(z)+V(-z)=[1-s+s]\,V_L(z)+[s+1-s]\,V_R(z)=V_L(z)+V_R(z).$$

Since $K$ is even, averaging this sum twice gives $P(z)+P(-z)=M_L+M_R=-18$ eV, and therefore $P(0)=-9$ eV. The same relation makes the errors at $\pm0.3$ nm equal and opposite.

Nothing of the kind holds for a general interface. Three altered junctions were tested, with different right-hand phases, some with a different layer width and some with an added potential hump confined to the layer. The average at $z=0$ changed by as much as 3.2 eV, while the step between the plateaus changed by no more than rounding error.

## What sets the step in a real junction

In the model $D$ was chosen. In a first-principles calculation it follows from the charge density. Let $V$ be the electrostatic part of the electron energy and $\bar\rho(z)$ the total charge density, nuclei included, averaged over planes and then twice along $z$. Averaging commutes with differentiation, so Poisson's equation in Gaussian units, $\phi''=-4\pi\rho$, becomes $P''=4\pi e\bar\rho$. On both plateaus $P'=0$. Integrating by parts between a point on the left plateau and one on the right,

$$D=\int P'\,dz=\big[zP'\big]-\int zP''\,dz=-4\pi e\int z\,\bar\rho(z)\,dz.$$

The boundary term vanishes because $P'$ does. The step measures the dipole moment per unit area of the averaged charge. For $D>0$ the dipole points to the left: positive charge lies on the left and negative charge on the right, which raises the energy of an electron moving to the right. A change inside the layer leaves $D$ unaltered if it leaves this dipole unaltered. A real chemical change at the interface, such as a different terminating plane, can alter the dipole and with it the step.

The step is also not yet a band offset. If $E_j$ is the valence-band edge of crystal $j$ on the common energy scale, adding and subtracting the means gives

$$E_R-E_L=(E_R-M_R)-(E_L-M_L)+D.$$

The first two terms come from separate bulk calculations, each referred to its own mean potential. The interface calculation supplies $D$.

## When the recipe needs care

**Wrong window lengths.** Suppose both windows are too long by a fraction $\delta$, for instance because unstrained periods were used although both crystals are compressed along the normal. The factor that should vanish becomes

$$S(1+\delta)=\frac{\sin(\pi+\pi\delta)}{\pi(1+\delta)}=-\frac{\sin\pi\delta}{\pi(1+\delta)}\approx-\delta.$$

The ripple is first order in $\delta$, but the other window reduces it further. On the right it is roughly $\delta A_R|S(a_L/a_R)|=0.02\times1.08\approx0.022$ eV for $\delta=0.02$. The full factors give 0.0223 eV on the right and 0.0167 eV on the left. At the crests $z=\pm2$ nm the right value is shifted up and the left value down, so the apparent step is $2+0.0223+0.0167=2.039$ eV. The error is 2 % of the step, against 54 % for the single average.

**Thin films.** If the right crystal is a film that ends at a second interface a distance $t$ away, with the same layer half-width, its plateau runs from $Z$ to $t-Z$. It exists only if $t\ge2Z=1.3$ nm. In a thinner film the weight $K$ always touches one of the interface layers, and this double average has no guaranteed bulk level to read. The single average $\langle V\rangle_{a_R}$ reaches only $a_R/2$ to either side, so it still gives $M_R$ at the centre of the film as long as $t\ge2d+a_R=0.8$ nm.

**Macroscopic fields.** A gate stack under bias, or a polar film, adds a linear term $F_jz$ to the potential of crystal $j$. The running average of $z'$ over a centred window is $z$, so averaging leaves this term untouched and the plateaus become sloping lines $M_j+F_jz$. The difference between two readings then depends on where they are taken. The lines must be extrapolated to a common plane $z_0$, which gives

$$D(z_0)=M_R-M_L+(F_R-F_L)\,z_0.$$

When the two slopes differ, as they can in materials of different permittivity, the step has a definite value only once the plane $z_0$ has been specified.

## Calculated quantities

```
periods a_L, a_R: 0.50, 0.40 nm
amplitudes A_L, A_R: 4.0, 6.0 eV
means M_L, M_R: -10.0, -8.0 eV
layer half-width d: 0.20 nm; grid spacing h: 0.001 nm
points per period, left and right: 500, 400
plateau edge Z: 0.65 nm
raw V at z = -2 nm and +2 nm: -6.0000, -2.0000 eV
Apparent step between z = -2 nm and z = +2 nm:
  raw potential: 4.0000 eV
  one average, window a_L: 0.9196 eV
  double average, a_L then a_R: 2.000000 eV
  double average, windows 2% long: 2.0390 eV
recovered step in erg: 3.2044e-12 erg
filter factor S(a_L/a_R): -0.1801
right ripple, one average, grid: 1.0804 eV
right ripple, one average, formula: 1.0804 eV
2% long windows, left ripple, grid: 0.0167 eV
2% long windows, left ripple, formula: 0.0167 eV
2% long windows, right ripple, grid: 0.0223 eV
2% long windows, right ripple, formula: 0.0223 eV
largest plateau deviation beyond Z: 1.8e-15 eV
deviation 0.1 nm inside Z, left: -3.98e-04 eV
deviation 0.1 nm inside Z, right: 3.98e-04 eV
Double average through the interface:
  z = -2.00 nm: -10.0000 eV
  z = -0.65 nm: -10.0000 eV
  z = -0.30 nm: -9.8154 eV
  z =  0.00 nm: -9.0000 eV
  z =  0.30 nm: -8.1846 eV
  z =  0.65 nm: -8.0000 eV
  z =  2.00 nm: -8.0000 eV
step misread at z = -0.3 and +0.3 nm: 1.6309 eV
double average at z = 0.1 nm, grid: -8.5112 eV
double average at z = 0.1 nm, weight K: -8.5112 eV
altered layers tried: 3
largest change of plateau step: 1.8e-15 eV
largest change of average at z = 0: 3.228 eV
```
